# Trapped-to-free ratio of dilute self-trapping holes in an oxide: a numerical check

```python
"""
Result under test: for dilute holes in thermal equilibrium,
    R = p_trapped / p_free = (N_t / N_v) * exp(E_st / kT).
N_t  : self-trapped states per cm^3, spin included
N_v  : effective valence-band states per cm^3, spin included
E_st : net energy gained by self-trapping, from the band edge (eV)
Hole energies are counted from the band edge; a trapped hole has -E_st.
Energies are in eV, densities in cm^-3, lengths in the box sum in m.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

k_ev = const.k / const.e
T = 300.0
kT = k_ev * T
N_t, N_v, E_st = 5e22, 1e19, 0.1

count_factor = N_t / N_v
energy_factor = np.exp(E_st / kT)
R = count_factor * energy_factor
assert abs(R / 2.4e5 - 1) < 0.01

# Band mass implied by N_v, then an explicit sum over plane waves in a box
mass = (2 * np.pi * const.hbar**2 / (const.k * T)
        * (N_v * 1e6 / 2) ** (2 / 3))


def band_states_from_box(m, temperature, box=15e-9, n_max=22):
    """Spin-summed Boltzmann weight of plane waves per cm^3."""
    n = np.arange(-n_max, n_max + 1)
    nx, ny, nz = np.meshgrid(n, n, n, indexing="ij")
    k_squared = (2 * np.pi / box) ** 2 * (nx**2 + ny**2 + nz**2)
    energy = const.hbar**2 * k_squared / (2 * m)
    weight = np.exp(-energy / (const.k * temperature)).sum()
    return 2 * weight / box**3 * 1e-6


N_v_box = band_states_from_box(mass, T)
assert abs(N_v_box / N_v - 1) < 1e-6
T_hot = 400.0
N_v_hot = N_v * (T_hot / T) ** 1.5
assert abs(band_states_from_box(mass, T_hot) / N_v_hot - 1) < 1e-6
R_hot = N_t / N_v_hot * np.exp(E_st / (k_ev * T_hot))

# Lattice mode pushed by the hole: exact levels against the closed form
phonon, relaxation, soft = 0.05, 0.3, 0.9


def lattice_factor_numeric(r, size=180):
    """Z(with hole)/Z(without) for frequency ratio r, by diagonalization."""
    off = np.sqrt(np.arange(1, size) / 2)
    q = np.diag(off, 1) + np.diag(off, -1)
    free = phonon * (np.arange(size) + 0.5)
    force = np.sqrt(2 * phonon * r**2 * relaxation)
    h = np.diag(free) - force * q + 0.5 * phonon * (r**2 - 1) * (q @ q)
    levels = np.linalg.eigvalsh(h)
    return np.exp(-levels / kT).sum() / np.exp(-free / kT).sum()


def softening_factor(r):
    return np.sinh(phonon / (2 * kT)) / np.sinh(r * phonon / (2 * kT))


shift_numeric = kT * np.log(lattice_factor_numeric(1.0))
assert abs(shift_numeric - relaxation) < 1e-6
soft_numeric = lattice_factor_numeric(soft) * np.exp(-relaxation / kT)
assert abs(soft_numeric / softening_factor(soft) - 1) < 1e-5
soft_three_modes = softening_factor(soft) ** 3


# Full statistics: Fermi-Dirac band, at most one hole per two-spin site.
# depth = distance of the hole chemical potential below the band edge / kT
def densities(depth):
    integral = quad(lambda s: 2 * s**2 / (1 + np.exp(s**2 + depth)),
                    0, 8, epsabs=0, epsrel=1e-10)[0]
    free = N_v * 2 / np.sqrt(np.pi) * integral
    x = np.exp(E_st / kT - depth)
    return free, N_t * x / (1 + 2 * x)


def solve_total(total):
    depth = brentq(lambda u: np.log(sum(densities(u)) / total), 0, 60,
                   xtol=1e-12)
    return densities(depth)


p_low, p_high = 1e17, 1e21
free_low, trapped_low = solve_total(p_low)
free_high, trapped_high = solve_total(p_high)
R_low, R_high = trapped_low / free_low, trapped_high / free_high
assert abs(R_low / R - 1) < 1e-4
filling_formula = 1 - 2 * trapped_high / N_t
assert abs(R_high / R - filling_formula) < 1e-3
assert R_high < 0.98 * R

# Gaussian spread of trap energies: average weight by quadrature
sigma = 0.03
disorder = np.exp(sigma**2 / (2 * kT**2))
disorder_numeric = quad(
    lambda e: np.exp(-e**2 / (2 * sigma**2) + e / kT)
    / (sigma * np.sqrt(2 * np.pi)), -0.4, 0.4, points=[0.0, 0.035])[0]
assert abs(disorder_numeric / disorder - 1) < 1e-6

# Cosine band of the same edge mass; one site per two spin states
angle = 2 * np.pi * np.arange(4000) / 4000
spacing = (N_t / 2 * 1e6) ** (-1 / 3)
hop_band = const.hbar**2 / (2 * mass * spacing**2) / const.e
z = 2 * hop_band / kT
N_v_cosine = (2 / spacing**3 * 1e-6
              * np.mean(np.exp(-z * (1 - np.cos(angle)))) ** 3)
nonparabolic = N_v_cosine / N_v
assert abs(nonparabolic - 1 - 3 / (8 * z)) < 1e-3

# Narrow polaron band: average Boltzmann weight about the band centre
hop_polaron = 0.001
polaron_band = np.mean(np.exp(2 * hop_polaron * np.cos(angle) / kT)) ** 3
assert abs(polaron_band - 1 - 3 * (hop_polaron / kT) ** 2) < 1e-4

# Heavier valence band and uncertain trapping energy
heavy = 3.0
N_v_heavy = band_states_from_box(heavy * const.m_e, T)
R_heavy = N_t / N_v_heavy * energy_factor
assert abs(N_v_heavy / N_v
           / (heavy * const.m_e / mass) ** 1.5 - 1) < 1e-6
dE = 0.05
energy_error_factor = np.exp(dE / kT)
counting_energy = kT * np.log(count_factor)
assert counting_energy > E_st

print(f"Temperature: {T:.0f} K")
print(f"Thermal energy kT: {kT:.6f} eV")
print(f"Self-trapped states N_t: {N_t:.1e} cm^-3")
print(f"Effective band states N_v: {N_v:.1e} cm^-3")
print(f"Self-trapping energy E_st: {E_st:.2f} eV")
print(f"E_st/kT: {E_st / kT:.4f} (no unit)")
print(f"Count ratio N_t/N_v: {count_factor:.0f} (no unit)")
print(f"Energy factor exp(E_st/kT): {energy_factor:.2f} (no unit)")
print(f"Trapped-to-free ratio R: {R:.3e} (no unit)")
print(f"Free fraction 1/(1+R): {1 / (1 + R):.3e} (no unit)")
print(f"Counting term kT ln(N_t/N_v): {counting_energy:.4f} eV")
print(f"Total kT ln R: {kT * np.log(R):.4f} eV")
print(f"Band mass implied by N_v: {mass / const.m_e:.3f} m_e")
print(f"N_v from plane-wave sum: {N_v_box:.6e} cm^-3")
print(f"Test mode phonon energy: {phonon:.3f} eV")
print(f"Test mode relaxation energy: {relaxation:.3f} eV")
print(f"Free-energy drop, diagonalized: {shift_numeric:.6f} eV")
print(f"Total hole density, dilute case: {p_low:.1e} cm^-3")
print(f"Free density, dilute case: {free_low:.3e} cm^-3")
print(f"R from full statistics, dilute: {R_low:.4e} (no unit)")
print(f"Total hole density, dense case: {p_high:.1e} cm^-3")
print(f"R(dense)/R from full statistics: {R_high / R:.4f} (no unit)")
print(f"1 - 2 p_trapped/N_t, dense: {filling_formula:.4f} (no unit)")
print(f"R if N_t counts sites, spin 2: {2 * R:.3e} (no unit)")
print(f"Energy error considered: {dE:.2f} eV")
print(f"Factor in R from that error: {energy_error_factor:.2f} (no unit)")
print(f"R at E_st - error: {R / energy_error_factor:.2e} (no unit)")
print(f"R at E_st + error: {R * energy_error_factor:.2e} (no unit)")
print(f"Heavy band mass considered: {heavy:.1f} m_e")
print(f"N_v for heavy band: {N_v_heavy:.3e} cm^-3")
print(f"R for heavy band: {R_heavy:.3e} (no unit)")
print(f"Hot device temperature: {T_hot:.0f} K")
print(f"N_v when hot: {N_v_hot:.3e} cm^-3")
print(f"R when hot: {R_hot:.3e} (no unit)")
print(f"Softened frequency ratio: {soft:.2f} (no unit)")
print(f"Softening factor, 3 modes: {soft_three_modes:.3f} (no unit)")
print(f"Trap-energy disorder sigma: {sigma:.3f} eV")
print(f"Disorder factor in R: {disorder:.3f} (no unit)")
print(f"Site spacing in cosine band: {spacing * 1e9:.3f} nm")
print(f"Band hopping energy: {hop_band:.3f} eV")
print(f"Cosine-band factor in N_v: {nonparabolic:.4f} (no unit)")
print(f"Polaron hopping energy: {hop_polaron:.4f} eV")
print(f"Polaron-band factor in R: {polaron_band:.4f} (no unit)")
print("all good")
```

It prints:

```
Temperature: 300 K
Thermal energy kT: 0.025852 eV
Self-trapped states N_t: 5.0e+22 cm^-3
Effective band states N_v: 1.0e+19 cm^-3
Self-trapping energy E_st: 0.10 eV
E_st/kT: 3.8682 (no unit)
Count ratio N_t/N_v: 5000 (no unit)
Energy factor exp(E_st/kT): 47.85 (no unit)
Trapped-to-free ratio R: 2.393e+05 (no unit)
Free fraction 1/(1+R): 4.179e-06 (no unit)
Counting term kT ln(N_t/N_v): 0.2202 eV
Total kT ln R: 0.3202 eV
Band mass implied by N_v: 0.542 m_e
N_v from plane-wave sum: 1.000000e+19 cm^-3
Test mode phonon energy: 0.050 eV
Test mode relaxation energy: 0.300 eV
Free-energy drop, diagonalized: 0.300000 eV
Total hole density, dilute case: 1.0e+17 cm^-3
Free density, dilute case: 4.179e+11 cm^-3
R from full statistics, dilute: 2.3927e+05 (no unit)
Total hole density, dense case: 1.0e+21 cm^-3
R(dense)/R from full statistics: 0.9601 (no unit)
1 - 2 p_trapped/N_t, dense: 0.9600 (no unit)
R if N_t counts sites, spin 2: 4.785e+05 (no unit)
Energy error considered: 0.05 eV
Factor in R from that error: 6.92 (no unit)
R at E_st - error: 3.46e+04 (no unit)
R at E_st + error: 1.66e+06 (no unit)
Heavy band mass considered: 3.0 m_e
N_v for heavy band: 1.304e+20 cm^-3
R for heavy band: 1.835e+04 (no unit)
Hot device temperature: 400 K
N_v when hot: 1.540e+19 cm^-3
R when hot: 5.909e+04 (no unit)
Softened frequency ratio: 0.90 (no unit)
Softening factor, 3 modes: 1.492 (no unit)
Trap-energy disorder sigma: 0.030 eV
Disorder factor in R: 1.961 (no unit)
Site spacing in cosine band: 0.342 nm
Band hopping energy: 0.602 eV
Cosine-band factor in N_v: 1.0082 (no unit)
Polaron hopping energy: 0.0010 eV
Polaron-band factor in R: 1.0045 (no unit)
all good
```
